# Shuttleworth's relation and why surface stress differs from surface energy

Consider a crystalline slab of one component, with \(N\) atoms and two equal flat faces, at zero temperature. Its in-plane strain \(\varepsilon_{ab}\), with \(a,b\in\{x,y\}\), is symmetric and is measured from the stress-free bulk crystal. Each face has area \(A(\varepsilon)\), equal to \(A_0\) at zero strain. Let \(e_b(\varepsilon)\) be the energy per atom of an infinite crystal with the same in-plane strain and no load normal to the plane, so that its layer spacing has relaxed. The surface energy \(\gamma\) is the excess energy per unit of present area,

\[
E(\varepsilon)=N e_b(\varepsilon)+2\gamma(\varepsilon)A(\varepsilon). \tag{1}
\]

The slab is thick enough for its faces not to influence each other. Its atoms relax at every strain, but none moves between surface and interior, and the surface structure keeps its pattern. The surface stress \(f_{ab}\) is the work of straining one face, per unit of original area and per unit strain:

\[
d(\gamma A)=A_0\sum_{ab}f_{ab}\,d\varepsilon_{ab}
\quad\text{at }\varepsilon=0. \tag{2}
\]

The sum includes both \(xy\) and \(yx\), and \(f_{ab}\) is taken symmetric. Positive \(f\) means tension: the face pulls inward on its edges. Surface energy is quoted in J/m² and surface stress in N/m. These units are dimensionally equal, which is why the two quantities can be added, but they answer different questions.

To carry out the differentiation, first find the change of area. The strain maps an in-plane vector \(\mathbf r\) to \((1+\varepsilon)\mathbf r\), so areas are multiplied by the determinant of \(1+\varepsilon\):

\[
\frac{A}{A_0}=(1+\varepsilon_{xx})(1+\varepsilon_{yy})-\varepsilon_{xy}^2
=1+\varepsilon_{xx}+\varepsilon_{yy}+O(\varepsilon^2). \tag{3}
\]

Shear enters at second order. At zero strain, therefore,

\[
dA=A_0(d\varepsilon_{xx}+d\varepsilon_{yy})
=A_0\sum_{ab}\delta_{ab}\,d\varepsilon_{ab}. \tag{4}
\]

The product rule gives

\[
d(\gamma A)=\gamma\,dA+A_0\,d\gamma
=A_0\sum_{ab}\left(\gamma\delta_{ab}
+\frac{\partial\gamma}{\partial\varepsilon_{ab}}\right)d\varepsilon_{ab}. \tag{5}
\]

Comparison with (2), for arbitrary symmetric \(d\varepsilon_{ab}\), yields Shuttleworth's relation:

\[
\boxed{\,f_{ab}=\gamma\,\delta_{ab}
+\frac{\partial\gamma}{\partial\varepsilon_{ab}}\,} \tag{6}
\]

The first term is the cost of having more area at the old energy per area. The second appears because the stretched surface is a different surface, with different distances between its atoms.

The form of (6) depends on the area used to define \(\gamma\). If the excess is counted per original area, \(\gamma_L=\gamma A/A_0\), then (2) reads \(f_{ab}=\partial\gamma_L/\partial\varepsilon_{ab}\), with no separate \(\gamma\) term. The physical stress is the same. Adding \(\gamma\delta_{ab}\) to the derivative of \(\gamma_L\) would count the growth of area twice. At a fixed nonzero temperature the same steps hold with free energies in place of energies.

The surface stress is also a mechanical force. Differentiate (1) at zero strain. The stress-free bulk is at its energy minimum, so \(\partial e_b/\partial\varepsilon_{ab}=0\), and

\[
\frac{\partial E}{\partial\varepsilon_{ab}}=2A_0f_{ab}. \tag{7}
\]

A slab held at the bulk lattice constants thus carries an in-plane force that comes from its two faces alone.

Atoms near a face shift as the slab is stretched, and one might expect this motion to add to (7). Let \(z_k\) be the layer heights and \(E(\varepsilon,z)\) the energy before relaxation. Along the relaxed path,

\[
\frac{dE}{d\varepsilon_{ab}}
=\frac{\partial E}{\partial\varepsilon_{ab}}
+\sum_k\frac{\partial E}{\partial z_k}\frac{dz_k}{d\varepsilon_{ab}}
=\frac{\partial E}{\partial\varepsilon_{ab}}, \tag{8}
\]

because every \(\partial E/\partial z_k\) vanishes at equilibrium. The first derivative needs the relaxed positions, but not their rate of change. This argument requires that rate to be finite; it fails where the surface structure jumps to another pattern.

Suppose now that the energy depends on interatomic distances, and let \(T=\partial E/\partial r\) be the tension in a bond of length \(r\), positive for a pull. Take a periodic cell with sides \(L_x,L_y\), and a bond with \(x\)-component \(\Delta x\). Stretching the cell by \(dL_x\) changes \(\Delta x\) by \(\Delta x\,dL_x/L_x\), and \(r\) by \((\Delta x/r)\) times that amount. Hence

\[
\frac{\partial E}{\partial L_x}
=\sum_{\rm bonds}\left(T\frac{|\Delta x|}{r}\right)\frac{|\Delta x|}{L_x}. \tag{9}
\]

The first factor is the \(x\)-component of the bond force. The second is the mean number of times the bond and its periodic copies cross a plane of constant \(x\), averaged over the position of the plane. The right side is therefore the mean force across such a cut. At equilibrium it is the same for every cut, since the atoms between two cuts feel no net force. The energy derivative and the cut force are two routes to one quantity.

At a finite stretch the bulk also carries force. With \(L_y\) fixed and \(A=L_xL_y\), equation (1) gives

\[
\frac{1}{2L_y}\left(\frac{dE}{dL_x}-N\frac{de_b}{dL_x}\right)
=\frac{1}{L_y}\frac{d(\gamma L_xL_y)}{dL_x}
=\gamma+L_x\frac{d\gamma}{dL_x}. \tag{10}
\]

This is the surface stress \(f_{xx}\) in the stretched state, as a force per present width. The strain in (6) has become the increment \(dL_x/L_x\) relative to the present length.

The difference between a solid and a liquid lies in how new area is made. Let a face consist of \(n\) surface cells, each of area \(s(\varepsilon)\), so that \(A=ns\). Then

\[
d(\gamma A)=\gamma s\,dn+n\,d(\gamma s)
=\gamma s\,dn+ns_0\sum_{ab}f_{ab}\,d\varepsilon_{ab}, \tag{11}
\]

where \(s_0\) is the cell area at zero strain, about which the last form is taken. The first term adds surface cells of unchanged structure, as in cleavage or when atoms arrive from the interior. Its price is \(\gamma\) per area. The second term stretches the cells already present, and its price is set by \(f\). In a crystal these are separate operations.

A simple liquid cannot hold a static shear strain. When its surface is enlarged slowly, molecules enter the surface from the interior until the local structure is what it was before. At fixed temperature and bulk state, \(\gamma\) does not change, so the derivative in (6) is zero and \(f_{ab}=\gamma\delta_{ab}\). A solid deformed so slowly that diffusion supplies new surface cells, without elastic strain of the old ones, also pays \(\gamma\) per new area. The distinction is thus one of process and time scale as well as of material.

A fluid model shows the equality. Let \(\phi(z)\) be a density variable in a film of area \(A\) and depth \(H\), with energy in reduced units

\[
F=A\int_0^H\left[W(\phi)+\tfrac12\phi'^2\right]dz,
\qquad W=\tfrac14(\phi^2-1)^2. \tag{12}
\]

The two bulk phases, \(\phi=\pm1\), have \(W=0\), and one interface separates them. In a deep film, stationarity of (12) gives \(\phi''=W'(\phi)\). Multiplying by \(\phi'\) and integrating from a bulk phase gives \(\tfrac12\phi'^2=W\). The integrand is then \(2W=\sqrt{2W}\,|\phi'|\), and

\[
\gamma=\int_{-1}^{1}\sqrt{2W}\,d\phi
=\frac1{\sqrt2}\int_{-1}^{1}(1-\phi^2)\,d\phi
=\frac{2\sqrt2}{3}=0.9428. \tag{13}
\]

To stretch the film, take volume \(AH=30\) and mean \(\phi=0.2\), both held fixed while \(A\) goes from 0.99 to 1.01. Minimizing \(F\) by Newton's method on 400 grid points at each area gives \(dF/dA=0.9429\). The relative difference from (13) is about \(10^{-4}\), well below the squared grid spacing of about 0.006. The stretching force equals the surface energy because the film makes more of the same interface.

The opposite limit is a crystal with pair bonds between nearest neighbours alone, each at its energy minimum. Take the bond energy

\[
u(r)=2\left[Be^{-p(r/r_0-1)}-\xi e^{-2q(r/r_0-1)}\right], \tag{14}
\]

with \(B=0.15\) eV, \(\xi=0.25\) eV, \(p=10\), \(q=3\) and \(r_0=3\) Å. These are round model values. The slope at \(r_0\) is \(2(-pB+2q\xi)/r_0=2(-1.5+1.5)/r_0=0\) in eV/Å, and the bond energy there is \(2(0.15-0.25)=-0.20\) eV.

Cleaving a face-centred cubic crystal along (100) cuts four bonds per surface atom and makes two faces. Each face is charged with two bonds, or 0.40 eV, per atom. The area per atom is \(r_0^2=9\) Å\(^2\), so

\[
\gamma=\frac{0.40\ \text{eV}}{9\ \text{Å}^2}=0.712\ \text{J/m}^2. \tag{15}
\]

The bonds that remain are still at their minimum and exert no force, so \(f_{xx}=0\). Equation (6) then requires \(\partial\gamma/\partial\varepsilon_{xx}=-\gamma=-0.712\) J/m². The reason is plain: to first order the energy of the cut bonds does not change under strain, while the area over which it is spread grows. Here a surface costs energy to create and nothing, to first order, to stretch.

Actual bonding need not follow pair forces. A simple many-body description is the second-moment tight-binding potential, in which atom \(i\) has energy

\[
E_i=\sum_{j\ne i}Be^{-p(r_{ij}/r_0-1)}-\xi\sqrt{\rho_i},
\qquad
\rho_i=\sum_{j\ne i}e^{-2q(r_{ij}/r_0-1)}. \tag{16}
\]

The square root makes the attraction grow more slowly than the number of neighbours. To find the bond tension, note that \(r_{ij}\) occurs in both \(E_i\) and \(E_j\). The repulsion contributes twice, and the derivative of \(-\xi\sqrt{\rho_i}\) is \(-\xi/(2\sqrt{\rho_i})\) times that of \(\rho_i\), so

\[
T_{ij}=-\frac{2pB}{r_0}e^{-p(r_{ij}/r_0-1)}
+\frac{\xi q}{r_0}\left(\frac1{\sqrt{\rho_i}}+\frac1{\sqrt{\rho_j}}\right)
e^{-2q(r_{ij}/r_0-1)}. \tag{17}
\]

A surface atom has lost neighbours. If relaxation does not restore its \(\rho_i\), the attraction in a remaining bond is stronger than in a bulk bond of the same length, unless the partner's \(\rho_j\) has risen enough to offset this. This favours a tensile surface stress. It does not by itself fix the sign of \(f\), which also depends on the forces carried by the bonds that were cut and on relaxation.

For numbers, keep \(B,p,q,r_0\) and set \(\xi=1.50\) eV. The result is a model crystal, not a particular metal. Minimizing the bulk energy gives a cubic lattice constant of 4.297 Å. Slabs of 16 layers are relaxed by Newton's method, and \(\gamma\) is differentiated by central differences between slabs relaxed again at strains of \(\pm5\times10^{-4}\). For the (100) face,

\[
f_{xx}=0.746+0.266=1.012\ \text{N/m}. \tag{18}
\]

Summing bond forces across a cut through the unstrained relaxed slab also gives 1.012 N/m. Fourfold symmetry makes \(f_{yy}=f_{xx}\) and \(f_{xy}=0\). A 1% stretch along \(x\) therefore costs, to first order, \(0.01\times1.012=0.0101\) J per m² of original face. Using \(\gamma\) in place of \(f\) would give 0.0075 J/m², about a quarter too little.

The bond forces show the mechanism. Nearest neighbours within a layer are \(4.297/\sqrt2=3.038\) Å apart, both at the surface and in the middle of the slab. In the middle the bond force is \(-0.074\) eV/Å, a push; in the top layer it is \(+0.085\) eV/Å, a pull. At this distance the repulsive term of (17) is \(-0.881\) eV/Å in both places. The attractive term must then be 0.807 eV/Å in the middle and 0.966 eV/Å at the top. For two equivalent atoms it equals \(2.78/\sqrt\rho\) eV/Å, which gives \(\rho\approx11.9\) in the middle and 8.3 at the top. Since the bond length is the same, the whole change from push to pull comes from the smaller \(\rho\).

For comparison, let the pair energy (14), with its \(\xi=0.25\) eV, act between more distant neighbours too. The lattice constant becomes 4.138 Å, so nearest neighbours are 2.926 Å apart and push on each other, balanced in the bulk by the pull of more distant pairs. A face cuts the two kinds of bond in different proportions, and the forces near it no longer cancel as in the bulk. With the layers fixed at their heights in the unstrained bulk, the bond forces across a cut would give the (100) face a small negative stress, \(f_{xx}=-0.063\) N/m. These layers are not at equilibrium, so by (8) the energy derivative equals this force only if the heights stay fixed during the stretch. Relaxation of the layer heights changes the bond forces and makes the stress across the cut positive. The relaxed face has

\[
f_{xx}=0.947-0.695=0.252\ \text{N/m}. \tag{19}
\]

The ratio \(f_{xx}/\gamma\) is 0.27 here and 1.36 in the many-body crystal. The two crystals also differ in \(\xi\) and lattice constant, so the ratio alone does not isolate the many-body effect; the comparison of equal bond lengths above does.

A less symmetric face shows that surface stress is a tensor. On the (110) face of the many-body crystal, let \(x\) lie along the close-packed rows and \(y\) across them. Mirror symmetry removes \(f_{xy}\). With \(\gamma=0.809\) J/m²,

\[
\begin{aligned}
f_{xx}&=0.809+0.109=0.918\ \text{N/m},\\
f_{yy}&=0.809-0.126=0.683\ \text{N/m}.
\end{aligned} \tag{20}
\]

One face can thus have a surface stress above \(\gamma\) in one direction and below it in another. For a stretch \(d\eta\) along a unit vector \(\mathbf n\), \(d\varepsilon_{ab}=n_an_b\,d\eta\), and (2) gives a work per area of \(\sum_{ab}n_af_{ab}n_b\,d\eta\). At 30° to the rows the coefficient is \(0.75\times0.918+0.25\times0.683=0.859\) N/m. Differentiating the energy of slabs stretched in that direction gives the same value.

Surface stress itself changes with strain. At a 2% stretch along the rows, \(\gamma\) has risen slightly, to 0.810 J/m², while \(f_{xx}\) from (10) has fallen to 0.828 N/m. The difference \(f_{xx}-\gamma=0.018\) N/m is the local slope of \(\gamma\), down from 0.109 N/m at zero strain. A constant \(f\) is therefore a small-strain approximation, and here 2% already changes it by a tenth.

The signs of \(\gamma\) and \(f\) obey different requirements. If \(\gamma\) were negative, a crystal could lower its energy by splitting into ever more pieces, so a stable crystal needs \(\gamma>0\). A negative \(f\) does not make a free slab unstable against uniform in-plane strain, because the bulk resists that strain. To see this, take a free slab of thickness \(h\) with isotropic surface stress, under equal small strains \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon\). Let \(M\) be its biaxial modulus, so that the bulk stress is \(M\varepsilon\) in each direction and the elastic energy density is \(M\varepsilon^2\). Each face adds \(\gamma+2f\varepsilon\) per original area, with \(\gamma\) and \(f\) taken at zero strain. The faces also have an \(\varepsilon^2\) term, which does not grow with \(h\) and is dropped beside \(hM\varepsilon^2\) for a thick slab. Then

\[
\frac{E-E_{\rm bulk}}{A_0}=hM\varepsilon^2+2\gamma+4f\varepsilon, \tag{21}
\]

where \(E_{\rm bulk}\) is the energy of the same atoms in unstrained bulk. Setting the derivative \(2hM\varepsilon+4f\) to zero gives

\[
\varepsilon=-\frac{2f}{hM},\qquad
\sigma_{\rm core}=M\varepsilon=-\frac{2f}{h}. \tag{22}
\]

The slab contracts if \(f>0\) and expands if \(f<0\); either way it reaches a minimum with respect to uniform strain. Other deformations are not covered: a thin slab held at its edges at the bulk lattice constants carries a compressive force \(2|f|\) per width when \(f<0\) and buckles if it is long enough, and surface stress can favour a reconstruction, which the fixed surface pattern assumed here excludes. The surface energy \(\gamma\) has dropped out, since a constant cannot drive a strain.

For the many-body (100) slab with \(h=10\) nm,

\[
\frac{2f}{h}=\frac{2\times1.012\ \text{N/m}}{10^{-8}\ \text{m}}
\approx2.0\times10^{8}\ \text{Pa}=0.20\ \text{GPa}. \tag{23}
\]

Held at the bulk lattice constants, the slab has this mean tensile stress, all of it from the faces. Released, its core goes into compression of the same size, to leading order. The effect falls as \(1/h\), so a slab of 1 µm would have a hundredth of it.

The same force balance applies to a film grown on a thick substrate. Let the film have bulk stress \(\sigma\), top surface stress \(f\) and interface stress \(g\), where \(g\) is the force per width carried by the interface beyond that of the two bulk crystals. Let the bare substrate have had surface stress \(f_s\). Covering it changes the force per width along its upper side by

\[
\Delta S=\sigma h+f+g-f_s. \tag{24}
\]

This change bends the substrate. In an epitaxial film, lattice mismatch contributes through \(\sigma\), and its share grows with thickness if the film stays coherent and \(\sigma\) stays constant. The surface terms do not grow with \(h\), so they matter most in the first layers. Putting surface energies in their place leaves out the strain derivatives in (6). For a fluid film this would be justified for the free top surface, where \(f=\gamma\), but not for \(g\) and \(f_s\), which still involve the solid substrate.

The numbers above belong to a classical model at zero temperature, with ideal, unreconstructed faces. Electronic structure, adsorbed atoms and reconstruction can change both \(\gamma\) and its slope. They leave the derivation of (6) intact as long as the surface follows the strain smoothly and the excess energy is defined with the same conditions held fixed.

Numbers in the example were calculated in double precision.
